# Entropy and Susceptibility of a Resonant Level in a Pseudogap Bath

## The problem

A localized level with two spin states sits at the Fermi energy and exchanges electrons with a bath. There is no interaction, and the Hamiltonian is

$$H=\sum_{k\sigma}\epsilon_k c^\dagger_{k\sigma}c_{k\sigma}+\sum_{k\sigma}V_k\left(d^\dagger_\sigma c_{k\sigma}+c^\dagger_{k\sigma}d_\sigma\right).$$

Energies are measured from the chemical potential, and the $V_k$ are real. The bath is particle-hole symmetric and dense, with hybridization

$$\Gamma(w)=\pi\sum_kV_k^2\,\delta(w-\epsilon_k)=\Gamma_0\,|w/D|^r,\qquad |w|<D,$$

and zero outside the band. Take $0<r<1$ and $\Gamma_0>0$. Units are $k_B=g\mu_B=1$, and each spin has $S_z=\pm1/2$. An impurity quantity is that of level plus bath, minus that of the bath alone. The magnetic field acts equally on level and bath.

1. Express the impurity-induced change of the density of states through the hybridization function $\Delta(z)=\sum_kV_k^2/(z-\epsilon_k)$.
2. Find the limits of $S_{\rm imp}$ and $T\chi_{\rm imp}$ as $T\to0$.
3. Find the leading temperature dependence of the approach to these limits.
4. Explain the limiting entropy by following individual levels.
5. Decide whether a Kondo spin with infinite antiferromagnetic exchange has the same limits, and which perturbations destroy them.
6. Evaluate the case $r=0.3$, $\Gamma_0=0.01\,D$.

## Hints

**Hint 1.** For one spin, compare the characteristic determinants with and without the level. The logarithmic derivative of a determinant has a pole at each eigenvalue.

**Hint 2.** Compute $\Delta$ first on the imaginary axis, where the integrand has no pole, and then continue it to real energy.

**Hint 3.** Ask which of $z$ and $\Delta(z)$ is larger at small $|z|$. A power of $z$ inside a logarithm leaves a pole after differentiation.

**Hint 4.** In a dense discrete bath, each new eigenvalue except the lowest and the highest lies between two old ones. Find where in the gap it lies.

## Solution

### 1. Change of the density of states

For one spin, the Hamiltonian is a matrix $h$ made of the bath energies, one level at zero and the couplings $V_k$. Eliminating the bath block from the determinant gives

$$\det(z-h)=\left[z-\Delta(z)\right]\prod_k(z-\epsilon_k).$$

Let $E_n$ be the eigenvalues of $h$. The derivative of the logarithm is

$$\sum_n\frac1{z-E_n}-\sum_k\frac1{z-\epsilon_k}=\partial_z\ln[z-\Delta(z)].$$

At $z=w+i0$, each pole has imaginary part $-\pi\delta$. Therefore, per spin,

$$\Delta\rho(w)=-\frac1\pi\,{\rm Im}\,\partial_w\ln\left[w+i0-\Delta(w+i0)\right].$$

For $V_k=0$ this reduces to $\delta(w)$, the uncoupled level.

### 2. The low-temperature limits

**Thermodynamic weights.** A fermion level of energy $E$ has grand potential $-T\ln(1+e^{-E/T})$. With $x=E/T$ and $f(x)=1/(e^x+1)$, minus its temperature derivative is the entropy

$$s(x)=\ln(1+e^{-x})+x f(x),\qquad s(0)=\ln2.$$

Summing over two spins,

$$S_{\rm imp}=2\int dw\,\Delta\rho(w)\,s(w/T).$$

A uniform field $h_z$ shifts every spin-up level by $-h_z/2$ and every spin-down level by $+h_z/2$. The impurity magnetization is thus

$$M=\frac12\int dw\,\Delta\rho(w)\left[f\!\left(\frac{w-h_z/2}{T}\right)-f\!\left(\frac{w+h_z/2}{T}\right)\right].$$

Define $c(x)=-f'(x)=1/[4\cosh^2(x/2)]$. Each term in the bracket contributes $c(w/T)/(2T)$ to the field derivative at $h_z=0$, so

$$T\chi_{\rm imp}=\frac12\int dw\,\Delta\rho(w)\,c(w/T),\qquad c(0)=\frac14.$$

**Hybridization function.** For $y>0$, use $1/(iy-\epsilon)=(-iy-\epsilon)/(y^2+\epsilon^2)$. The part odd in $\epsilon$ cancels because the bath is symmetric:

$$\Delta(iy)=-\frac{2iy\Gamma_0}{\pi D^r}\int_0^D\frac{\epsilon^r\,d\epsilon}{y^2+\epsilon^2}.$$

Write the integral as one from $0$ to $\infty$ minus one from $D$ to $\infty$. In the first, set $\epsilon=y\sqrt v$:

$$\int_0^\infty\frac{\epsilon^r\,d\epsilon}{y^2+\epsilon^2}=\frac{y^{r-1}}2\int_0^\infty\frac{v^{(r-1)/2}}{1+v}\,dv=\frac{\pi y^{r-1}}{2\cos(\pi r/2)}.$$

The last step is the beta integral $\int_0^\infty v^{a-1}/(1+v)\,dv=\pi/\sin(\pi a)$ with $a=(1+r)/2$. In the second integral, $y\ll D$ allows $y^2$ to be dropped from the denominator, which leaves $D^{r-1}/(1-r)$. With $A=\Gamma_0/\cos(\pi r/2)$,

$$\Delta(iy)=-iA(y/D)^r+\frac{2i\Gamma_0}{\pi(1-r)}\frac yD+O(\Gamma_0y^3/D^3).$$

To continue into the upper half plane, put $y=-iz$ and use the principal branch:

$$z-\Delta(z)\simeq iA(-iz/D)^r+bz,\qquad b=1-\frac{2\Gamma_0}{\pi(1-r)D}.$$

For $z=w>0$, the factor $(-i)^r=e^{-i\pi r/2}$ gives ${\rm Im}\,\Delta=-A\cos(\pi r/2)(w/D)^r=-\Gamma(w)$, as required.

**The singular part.** Take out the dominant term:

$$z-\Delta(z)\simeq iA(-iz/D)^r[1+u(z)],\qquad u(z)=\frac{bD}{A}\left(\frac{-iz}{D}\right)^{1-r}.$$

Since $r<1$, $u$ vanishes at $z=0$. The logarithm is a constant plus $r\ln z+\ln(1+u)$. Its middle term contributes $-(r/\pi)\,{\rm Im}[1/(w+i0)]=r\delta(w)$. The last term is continuous at zero, and its derivative behaves as $|w|^{-r}$, which is integrable. Hence

$$\Delta\rho(w)=r\,\delta(w)+\Delta\rho_{\rm reg}(w).$$

With $w=xT$, the regular part contributes terms of order $T^{1-r}$, which vanish as $T\to0$. The delta function gives $2r\,s(0)$ and $\tfrac12r\,c(0)$:

$$\boxed{S_{\rm imp}\to2r\ln2,\qquad T\chi_{\rm imp}\to\frac r8.}$$

A free level has $2\ln2$ and $1/8$. Both are multiplied by $r$, since the delta function in $\Delta\rho$ has weight $r$ per spin instead of one. As $r\to0$ both limits vanish, which is the result for a constant hybridization.

The bath must become infinite before $T\to0$. In a finite symmetric bath without a zero level, adding the impurity makes the number of levels odd. The spectrum is still symmetric, so one level per spin lies at zero. Once $T$ is below every other level, the entropy is $2\ln2$ again.

### 3. Approach to the limits

The scale $T^*$ at which the two terms of $z-\Delta$ are comparable, apart from the factor $b$, follows from

$$A(T^*/D)^r=T^*,\qquad T^*=D(A/D)^{1/(1-r)}.$$

Then $|u|=|b|(|z|/T^*)^{1-r}$, so an expansion in $u$ requires $T\ll T^*$ as well as $T\ll D$. To first order $\ln(1+u)\simeq u$. For $w>0$,

$${\rm Im}\,u=-\frac{bD^r}{A}w^{1-r}\sin\frac{\pi(1-r)}2=-\frac{bD^r}{A}w^{1-r}\cos\frac{\pi r}2.$$

Differentiating, multiplying by $-1/\pi$ and inserting $A$ gives

$$\Delta\rho_{\rm reg}\simeq C|w|^{-r},\qquad C=\frac{(1-r)\cos^2(\pi r/2)\,b\,D^r}{\pi\Gamma_0}.$$

The absolute value covers $w<0$ by particle-hole symmetry. The corrections are

$$\delta S=4CT^{1-r}\int_0^\infty x^{-r}s(x)\,dx,\qquad \delta(T\chi)=CT^{1-r}\int_0^\infty x^{-r}c(x)\,dx.$$

Since $s'(x)=xf'(x)=-xc(x)$, integration by parts turns the first integral into $(1-r)^{-1}\int_0^\infty x^{2-r}c(x)\,dx$. The expansion $c(x)=\sum_{n\ge1}(-1)^{n-1}n e^{-nx}$ gives, for $p>0$,

$$\int_0^\infty x^pc(x)\,dx=\Gamma_E(p+1)\,\eta(p),\qquad \eta(p)=\sum_{n\ge1}\frac{(-1)^{n-1}}{n^p}.$$

Here $\Gamma_E$ is Euler's gamma function. Both sides continue analytically to $p>-1$, which covers $p=-r$. Thus

$$\delta S=\frac{4CT^{1-r}}{1-r}\Gamma_E(3-r)\eta(2-r),\qquad \delta(T\chi)=CT^{1-r}\Gamma_E(1-r)\eta(-r).$$

The sign is that of $b$. For $\Gamma_0\ll(1-r)D$, the limits are approached from above.

### 4. Where the fraction comes from

Near an energy $E>0$, let the bath levels have spacing $a$, so that $V_k^2=\Gamma a/\pi$. Place $E$ a fraction $q$ of a spacing above the nearest lower level. The nearby levels contribute

$$\frac\Gamma\pi\sum_n\frac1{q-n}=\Gamma\cot(\pi q)$$

to $\Delta(E)$, in addition to its smooth real part. For $E\ll T^*$, the eigenvalue condition $E=\Delta(E)$ becomes ${\rm Re}\,\Delta+\Gamma\cot(\pi q)=0$. The continued formula gives ${\rm Re}\,\Delta=-\Gamma\tan(\pi r/2)$, hence

$$\cot(\pi q)=\tan(\pi r/2),\qquad q=\frac{1-r}2.$$

Each positive level moves up by $q$ spacings, and each negative level moves down by the same amount. One new level appears at zero. The entropy change of the positive levels is $q\int_0^\infty s'(x)\,dx=-q\ln2$, and the negative levels give the same. Per spin the total is

$$\ln2-2q\ln2=r\ln2.$$

The fractional entropy is therefore a sum over whole levels: the zero level supplies $\ln2$, and the displacement of the others removes part of it.

### 5. Strong coupling and stability

Let $c_0=\sum_kV_kc_k/V$, with $V^2=\sum_kV_k^2$, be the bath orbital next to the impurity. An infinite antiferromagnetic exchange binds the impurity spin and one electron in $c_0$ into a singlet. The singlet has no entropy and no moment, and the other electrons can no longer enter $c_0$. What remains is the bath with one orbital removed.

By the cofactor formula, the ratio of the new determinant to the old one is the Green function of that orbital, $\Delta(z)/V^2$. Its logarithm again contains $r\ln z$, so both limits are unchanged. This is why the low-energy regime of the resonant level is called the symmetric strong-coupling fixed point. In the correction formulas, $z-\Delta$ is replaced by $-\Delta$, which changes $b$ into $b-1<0$. The limits are now approached from below.

The limits rest on the absence of a constant term in $z-\Delta(z)$ at $z=0$, which particle-hole symmetry guarantees. If the level has energy $\epsilon_d\ne0$, then $z-\epsilon_d-\Delta(z)\to-\epsilon_d$ at small $z$. The logarithm has no $r\ln z$ term, the delta function is absent, and both limits are zero. An asymmetric bath acts in the same way when it gives $\Delta(0)=-\sum_kV_k^2/\epsilon_k\ne0$. Without interaction the symmetry is sufficient but not necessary. If $\Gamma$ still varies as $|w|^r$ on both sides of zero and $\epsilon_d$ is tuned to $-\Delta(0)$, the constant cancels, the leading term again scales as $z^r$, and both limits return.

A weak interaction $U(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12)$ keeps the symmetry. Its importance can be estimated by power counting. At low energy the spectral function of the level follows from $1/[iA(-iw/D)^r]$ and varies as $|w|^{-r}$. In imaginary time $\tau$, its Green function then decays as

$$|G_d(\tau)|\propto\int_0^\infty w^{-r}e^{-w\tau}\,dw\propto\tau^{-(1-r)}.$$

Two such factors at $\tau\sim1/T$, divided by $T$ for the time integral, give the dimensionless strength $UT^{2(1-r)-1}=UT^{1-2r}$. It decreases on cooling if $r<1/2$ and grows if $r>1/2$. Thus the limits hold for $0<r<1$ without interaction, but this estimate makes them stable against a weak symmetric interaction only for $r<1/2$.

### 6. Numerical case

For $r=0.3$ and $\Gamma_0=0.01\,D$,

$$A=\frac{0.01\,D}{\cos(0.15\pi)}=0.01122\,D,\qquad T^*=D(0.01122)^{1/0.7}=1.64\times10^{-3}D.$$

The predicted limits are $0.6\ln2=0.415888$ and $0.3/8=0.0375$.

The values below come from diagonalizing the one-spin Hamiltonian. The bath has 350 levels on each side of zero, at $\pm De^{-0.1(n+1/2)}$ with $n=0,\dots,349$. Their squared couplings are $0.1\,|\epsilon_n|\Gamma(\epsilon_n)/\pi$, which samples the hybridization evenly in $\ln|\epsilon|$. The smallest $|\epsilon_n|$ is far below every temperature used. The last column is the response to a field on the level alone, treated in the second variation.

| $T/D$ | $S_{\rm imp}$ | $T\chi_{\rm imp}$ | $T\chi_{\rm loc}$ |
|---|---|---|---|
| $10^{-2}$ | 1.2446 | 0.11086 | 0.103 |
| $10^{-3}$ | 0.9290 | 0.08107 | 0.0550 |
| $10^{-4}$ | 0.5840 | 0.05117 | 0.0126 |
| $10^{-6}$ | 0.42356 | 0.03811 | $1.82\times10^{-4}$ |
| $10^{-8}$ | 0.41620 | 0.03752 | $1.91\times10^{-6}$ |

At $T=10^{-2}D\approx6T^*$, the entropy is 90% of the free-level value $1.3863$. It falls through the crossover around $T^*$. At $10^{-8}D$, the excess over the limit is $3.07\times10^{-4}$.

For the leading correction at that temperature, $b=1-0.02/(0.7\pi)=0.991$ and

$$CT^{0.7}=\frac{0.7\cos^2(0.15\pi)\times0.991}{0.01\pi}\,(10^{-8})^{0.7}=4.40\times10^{-5}.$$

The formulas of part 3 then give $\delta S=3.07\times10^{-4}$ and $\delta(T\chi)=2.455\times10^{-5}$. The diagonalization gives the same values to these digits. At $10^{-6}D$ the entropy excess is $7.67\times10^{-3}$, larger by a factor 25.0; the power law predicts $100^{0.7}=25.1$.

The bath level nearest $10^{-8}D$ is displaced by $0.3499$ of the logarithmic spacing, against $q=0.35$. Removing the orbital $c_0$ instead of adding a level gives $S=0.415885$ at $10^{-8}D$, slightly below the limit, as the sign of $b-1$ requires.

The sign of $b$ can also change in the resonant level itself. For $r=0.7$ and $\Gamma_0=D$, $b=1-2/(0.3\pi)=-1.12$. Diagonalization at $10^{-8}D$ gives $S_{\rm imp}-1.4\ln2=-1.01\times10^{-3}$, so this entropy lies below its limit.

## Variation 1: a steeper pseudogap

**Question.** What are the limits for $r>1$?

**Solution.** The integral in $\Delta(iy)$ now converges at small $\epsilon$ even when $y=0$, and equals $D^{r-1}/(r-1)$. Therefore

$$\Delta(z)\simeq-\alpha z,\qquad \alpha=\frac{2\Gamma_0}{\pi(r-1)D},\qquad z-\Delta(z)\simeq(1+\alpha)z.$$

The constant $1+\alpha$ drops out when the logarithm is differentiated, so $\Delta\rho$ contains a full $\delta(w)$. The limits are $2\ln2$ and $1/8$, those of a free level. Hybridization reduces the weight of the zero-energy state on the level to $1/(1+\alpha)$, but entropy counts the state as a whole. For $r=1.5$ and $\Gamma_0=0.01\,D$, diagonalization at $T=10^{-8}D$ gives $1.38629$ and $0.12500$.

## Variation 2: a field on the level alone

**Question.** For $0<r<1$, does the response of the level's own spin to a field on the level also tend to $r/8$?

**Solution.** Let the level energy be $\epsilon$ for one spin. Its occupation is $n_d=\tfrac12+T\sum_nG_d(iy_n)$, with $y_n=(2n+1)\pi T$, $G_d(z)=1/[z-\epsilon-\Delta(z)]$, and the sum taken symmetrically over positive and negative $y_n$. Write $iy-\Delta(iy)=ig(y)$, where $g$ is real and odd. At $\epsilon=0$, $\partial G_d/\partial\epsilon=G_d^2=-1/g^2$.

The field sets $\epsilon=\mp h_z/2$ for spin up and down, so $\chi_{\rm loc}=-\tfrac12\,\partial n_d/\partial\epsilon$. Combining positive and negative frequencies,

$$T\chi_{\rm loc}=T^2\sum_{n\ge0}\frac1{g(y_n)^2}.$$

For an uncoupled level $g=y$, and $\sum_{n\ge0}(2n+1)^{-2}=\pi^2/8$ gives $1/8$, as it should.

At small $y$, $g\simeq A(y/D)^r$. If $r<1/2$, $1/g^2$ is integrable at zero, and the sum becomes an integral with spacing $2\pi T$:

$$T\chi_{\rm loc}\to\frac T{2\pi}\int_0^\infty\frac{dy}{g(y)^2}.$$

This vanishes in proportion to $T$. If $1/2<r<1$, the smallest frequencies dominate and $T\chi_{\rm loc}\propto T^{2-2r}$. At $r=1/2$ the law is $T$ times a logarithm. The answer is no: the limit is zero throughout $0<r<1$.

In the numerical case, $T\chi_{\rm loc}$ falls by a factor 95 between $10^{-6}D$ and $10^{-8}D$, close to the factor 100 of the linear law. At $10^{-8}D$ it is $1.9\times10^{-6}$, while $T\chi_{\rm imp}$ is $0.0375$. The Curie response $r/8$ thus belongs to the change in the whole spectrum under a uniform field, and not to a free spin on the level.
